# Mean-Field Interfacial Energy near the Critical Point of a Demixing Alloy: a program that tests the result

```python
# RESULT UNDER TEST: for free energy  integral [ f(c,T) + kappa (grad c)^2 ] dV
# the energy of a flat interface between demixed phases obeys, as T -> Tc,
#     sigma = 8 sqrt(kappa) (A (Tc-T))^(3/2) / B,
# A = d3f/dc2dT and B = d4f/dc4 at the critical point, c = atomic fraction.
# Regular solution: f = [Omega c(1-c) + kT(c ln c + (1-c) ln(1-c))]/v,
# Omega = 2 k Tc, v = volume per atom, m = c - 1/2, t = (Tc-T)/Tc.
# The fcc lattice has cube edge a and nearest-neighbour bonds w = Omega/12.
import numpy as np
import sympy as sp
from scipy import sparse
from scipy.constants import k as kB, e as charge
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, fsolve, minimize_scalar
from scipy.sparse.linalg import cg

# Rough, round parameters in the regime of fcc aluminium-zinc
Tc, a = 620.0, 0.405e-9
misfit, young, poisson = 0.02, 60e9, 0.35
T_main, T_use = 580.0, 400.0
v = a**3 / 4
Omega = 2 * kB * Tc
kappa = Omega * a**2 / (12 * v)
A_reg, B_reg = 4 * kB / v, 32 * kB * Tc / v
nodes, weights = np.polynomial.legendre.leggauss(100)


def law(delta, A=A_reg, B=B_reg, kap=kappa):
    return 8 * np.sqrt(kap) * (A * delta)**1.5 / B


def mixing(c):
    return c * np.log(c) + (1 - c) * np.log(1 - c)


def binodal(T, stiffness=0.0):
    """Half the composition gap; stiffness*m^2 is an added energy density."""
    def slope(m):
        return (2 * kB * T * np.arctanh(2 * m) - 2 * Omega * m
                + 2 * v * stiffness * m) / (kB * Tc)
    return brentq(slope, 1e-4, 0.5 - 1e-12, xtol=1e-15)


def sigma_gradient(T, stiffness=0.0):
    """Full gradient-theory energy by quadrature, no expansion in t."""
    mb = binodal(T, stiffness)

    def density(m):
        return (kB * T * mixing(0.5 + m) - Omega * m**2) / v + stiffness * m**2
    excess = np.maximum(density(mb * nodes) - density(mb), 0)
    return 2 * mb * np.sum(weights * np.sqrt(kappa * excess))


def lattice(T, facet="100"):
    """Layered mean-field lattice: sigma, bond-difference share, profile."""
    z_in, z_up, spacing, area = {
        "100": (4, 4, a / 2, a**2 / 2),
        "111": (6, 3, a / np.sqrt(3), np.sqrt(3) * a**2 / 4)}[facet]
    tau = T / Tc
    mb = binodal(T)
    width = a / np.sqrt(6 * (1 - tau)) / spacing
    count = int(15 * width) + 20
    m = mb * np.tanh((np.arange(count) + 0.5) / width)
    for _ in range(60):
        left = np.concatenate((-m[:1], m[:-1]))
        right = np.concatenate((m[1:], [mb]))
        th = np.tanh((z_in * m + z_up * (left + right)) / (6 * tau))
        g = (1 - th**2) / (12 * tau)
        band = np.zeros((3, count))
        band[1] = 1 - g * z_in
        band[1, 0] += g[0] * z_up
        band[0, 1:] = -g[:-1] * z_up
        band[2, :-1] = -g[1:] * z_up
        step = solve_banded((1, 1), band, m - 0.5 * th)
        m = m - step
        if np.max(abs(step)) < 1e-12:
            break
    assert np.max(abs(step)) < 1e-12
    c = 0.5 + np.concatenate((-m[::-1], m))
    w = 1 / 6  # bond energy in units of k Tc

    def site(x):
        return z_in * w * x * (1 - x) + tau * mixing(x)

    def bond(x, y):
        return z_up * w * (x * (1 - y) + y * (1 - x))
    cb = 0.5 + mb
    energy = (np.sum(site(c) - site(cb))
              + np.sum(bond(c[:-1], c[1:]) - bond(cb, cb)))
    share = z_up * w * np.sum(np.diff(c)**2) / energy
    x = (np.arange(count) + 0.5) * spacing
    return energy * kB * Tc / area, share, x, m / mb


# Gradient coefficient from an explicit sum over the 12 fcc neighbours
neighbours = np.array([(i, j, l) for i in (-1, 0, 1) for j in (-1, 0, 1)
                       for l in (-1, 0, 1) if i*i + j*j + l*l == 2]) * a / 2
for direction in ([1, 0, 0], [1, 1, 1], [0.3, -0.7, 0.2]):
    n = np.array(direction) / np.linalg.norm(direction)
    direct = 0.5 * (Omega / 12) * np.sum((neighbours @ n)**2) / v
    assert abs(direct / kappa - 1) < 1e-12

# Lattice against the law: prefactor, exponent, shares, profile, isotropy
t1, t2 = 0.01, 0.005
s1, s2 = lattice(Tc * (1 - t1)), lattice(Tc * (1 - t2))
r1, r2 = s1[0] / law(t1 * Tc), s2[0] / law(t2 * Tc)
lattice_limit = 2 * r2 - r1
exponent = np.log(s1[0] / s2[0]) / np.log(t1 / t2)
assert abs(lattice_limit - 1) < 1e-3
assert abs(exponent - 1.5) < 0.01
assert abs(s2[1] - 0.5) < 0.01
profile_error = np.max(abs(s2[3] - np.tanh(s2[2] * np.sqrt(6 * t2) / a)))
assert profile_error < 0.01
assert abs(lattice(Tc * (1 - t2), "111")[0] / s2[0] - 1) < 0.002
short_form = 8 * kB * Tc * t2**1.5 / (np.sqrt(6) * a**2)
assert abs(s2[0] / short_form - 1) < 0.005

# First correction to the law: quadrature against the series value -0.38


def relative_slope(t):
    return (sigma_gradient(Tc * (1 - t)) / law(t * Tc) - 1) / t


correction = 2 * relative_slope(0.004) - relative_slope(0.008)
assert abs(correction + 0.38) < 0.005

# Asymmetric solution model, critical fraction 0.4, units k Tc = v = 1
cs, Ts, L0, L1 = sp.symbols("c T L0 L1", positive=True)
fs = (cs * (1 - cs) * (L0 + L1 * (1 - 2 * cs))
      + Ts * (cs * sp.log(cs) + (1 - cs) * sp.log(1 - cs)))
c_crit = sp.Rational(2, 5)
at_crit = {cs: c_crit, Ts: 1}
pair = sp.solve([sp.diff(fs, cs, 2).subs(at_crit),
                 sp.diff(fs, cs, 3).subs(at_crit)], [L0, L1], dict=True)[0]
fs = fs.subs(pair)
A_as = float(sp.diff(fs, cs, 2, Ts).subs(at_crit))
B_as = float(sp.diff(fs, cs, 4).subs(at_crit))
f_num = sp.lambdify((cs, Ts), fs, "numpy")
mu_num = sp.lambdify((cs, Ts), sp.diff(fs, cs), "numpy")
cc = float(c_crit)


def asymmetric_ratio(delta):
    T = 1 - delta
    m0 = np.sqrt(6 * A_as * delta / B_as)

    def tangent(u):
        c1, c2 = cc - m0 * u[0], cc + m0 * u[1]
        d = c2 - c1
        p1, p2 = mu_num(c1, T), mu_num(c2, T)
        gap = f_num(c2, T) - f_num(c1, T) - d * (p1 + p2) / 2
        return [(p2 - p1) / (d * delta), gap / (d**3 * m0)]
    u = fsolve(tangent, [1.0, 1.0])
    assert np.max(np.abs(tangent(u))) < 1e-6
    c1, c2 = cc - m0 * u[0], cc + m0 * u[1]
    c = (c1 + c2) / 2 + (c2 - c1) / 2 * nodes
    line = f_num(c1, T) + (c - c1) * (f_num(c2, T) - f_num(c1, T)) / (c2 - c1)
    excess = np.maximum(f_num(c, T) - line, 0)
    kap = 1 + 0.5 * (c - cc)
    sigma = (c2 - c1) * np.sum(weights * np.sqrt(kap * excess))
    return sigma / law(delta, A_as, B_as, 1.0)


asymmetric_limit = 2 * asymmetric_ratio(0.002) - asymmetric_ratio(0.004)
assert abs(asymmetric_limit - 1) < 2e-3
asymmetry_factor = law(1, A_as, B_as, 1) / law(1, 4, 32, 1)

# Coherency energy: clamp in plane, relax the normal strain
biaxial = young / (1 - poisson)
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
shear = young / (2 * (1 + poisson))
relaxed = minimize_scalar(lambda z: (0.5 * lame * (2 + z)**2
                                     + shear * (2 + z**2)) / young).fun * young
assert abs(relaxed / biaxial - 1) < 1e-8
stiff = biaxial * misfit**2
shift = 2 * stiff / A_reg
Tc_coh = Tc - shift
B_coh = 32 * kB * Tc_coh / v
coherent_ratio = sigma_gradient(Tc_coh - 2, stiff) / law(2.0, B=B_coh)
assert abs(coherent_ratio - 1) < 0.005

# Gaussian composition fluctuations averaged over a Gaussian window


def window_integral(s):
    """s = window standard deviation / correlation length."""
    return quad(lambda q: q*q * np.exp(-(q*s)**2) / (1 + q*q),
                0, np.inf)[0] / (2 * np.pi**2)


def fluctuation_ratio(T, s):
    """Variance of window-averaged composition / (half gap)^2."""
    mb = binodal(T)
    curvature = (kB * T / (0.25 - mb**2) - 2 * Omega) / v
    xi = np.sqrt(2 * kappa / curvature)
    return kB * T * window_integral(s) / (curvature * xi**3 * mb**2), xi


size, xi_cells = 24, 3.0
ring = sparse.lil_matrix((size, size))
for i in range(size):
    ring[i, i] = 2
    ring[i, (i + 1) % size] = -1
    ring[i, (i - 1) % size] = -1
ring, one = ring.tocsr(), sparse.identity(size, format="csr")
minus_laplacian = (sparse.kron(sparse.kron(ring, one), one)
                   + sparse.kron(sparse.kron(one, ring), one)
                   + sparse.kron(sparse.kron(one, one), ring))
hessian = (sparse.identity(size**3) + xi_cells**2 * minus_laplacian).tocsr()
g1 = np.exp(-(np.arange(size) - size // 2)**2 / (2 * xi_cells**2))
window = np.einsum("i,j,k->ijk", g1, g1, g1).ravel()
window /= window.sum()
solution, info = cg(hessian, window)
assert info == 0
grid_variance = window @ solution
# 3 percent allows for the finite grid spacing and periodic box
assert abs(grid_variance * xi_cells**3 / window_integral(1.0) - 1) < 0.03
growth = (fluctuation_ratio(Tc * 0.999, 1)[0]
          / fluctuation_ratio(Tc * 0.996, 1)[0])
assert abs(growth - 2) < 0.03

# Worked example
print(f"Critical temperature, no stress: {Tc:.0f} K")
print(f"Lattice parameter: {a*1e9:.3f} nm")
print(f"Volume per atom: {v*1e27:.5f} nm3")
print(f"k Tc: {kB*Tc/charge:.5f} eV")
print(f"Omega: {Omega/charge:.5f} eV")
print(f"Gradient coefficient kappa: {kappa/charge*1e-9:.5f} eV/nm")
print(f"A: {A_reg/charge*1e-27:.5f} eV/(nm3 K)")
print(f"B: {B_reg/charge*1e-27:.3f} eV/nm3")
print(f"Law prefactor of t^1.5: {law(Tc)*1e3:.2f} mJ/m2")
t_main = 1 - T_main / Tc
main = law(Tc - T_main)
print(f"Main temperature: {T_main:.0f} K, t = {t_main:.5f}")
print(f"Half gap at main T: law {np.sqrt(0.75*t_main):.4f}, "
      f"full {binodal(T_main):.4f} (atomic fraction)")
print(f"Profile length l at main T: {a/np.sqrt(6*t_main)*1e9:.3f} nm")
print(f"Law sigma at main T: {main*1e3:.3f} mJ/m2 "
      f"= {main/charge*1e-18:.5f} eV/nm2")
print("T (K), t, then sigma (mJ/m2): law, gradient integral, lattice 100")
for T in (610.0, 600.0, T_main, 560.0, 500.0, T_use):
    print(f"  {T:.0f}  {1-T/Tc:.4f}  {law(Tc-T)*1e3:.3f}  "
          f"{sigma_gradient(T)*1e3:.3f}  {lattice(T)[0]*1e3:.3f}")
print(f"Lattice exponent, t from {t2} to {t1}: {exponent:.4f}")
print(f"Lattice/law ratio extrapolated to t = 0: {lattice_limit:.5f}")
print(f"Gradient share of sigma on lattice, t = {t2}: {s2[1]:.4f}")
print(f"Largest profile error / half gap, t = {t2}: {profile_error:.5f}")
print(f"Coefficient of t in first correction: {correction:.4f}")
print(f"Asymmetric model/law ratio at t = 0: {asymmetric_limit:.5f}")
print(f"Prefactor, critical fraction {cc:.1f} over 0.5: {asymmetry_factor:.4f}")
for T in (T_main, T_use):
    ratio = lattice(T, "111")[0] / lattice(T)[0]
    print(f"Lattice sigma(111)/sigma(100) at {T:.0f} K: {ratio:.5f}")
    print(f"Law/gradient integral at {T:.0f} K: "
          f"{law(Tc-T)/sigma_gradient(T):.4f}")
print(f"Misfit per unit atomic fraction: {misfit:.3f}")
print(f"Young modulus: {young*1e-9:.0f} GPa, Poisson ratio: {poisson:.2f}")
print(f"Biaxial modulus: {biaxial*1e-9:.2f} GPa")
print(f"Critical temperature lowered by stress: {shift:.2f} K")
print(f"Coherent critical temperature: {Tc_coh:.2f} K")
coherent = sigma_gradient(T_main, stiff)
print(f"Coherent sigma at main T: {coherent*1e3:.3f} mJ/m2")
print(f"Coherent/stress-free sigma at main T: "
      f"{coherent/sigma_gradient(T_main):.4f}")
print(f"Coherent integral/shifted law, 2 K below: {coherent_ratio:.5f}")
print(f"Correlation length at main T: "
      f"{fluctuation_ratio(T_main, 1)[1]*1e9:.3f} nm")
for s in (1.0, 0.5):
    print(f"Fluctuation variance/half gap squared, window {s:.1f} xi: "
          f"{fluctuation_ratio(T_main, s)[0]:.3f}")
print(f"Growth of that ratio when t falls fourfold: {growth:.3f}")
print("success")
```

Output:

```
Critical temperature, no stress: 620 K
Lattice parameter: 0.405 nm
Volume per atom: 0.01661 nm3
k Tc: 0.05343 eV
Omega: 0.10685 eV
Gradient coefficient kappa: 0.08795 eV/nm
A: 0.02076 eV/(nm3 K)
B: 102.946 eV/nm3
Law prefactor of t^1.5: 170.44 mJ/m2
Main temperature: 580 K, t = 0.06452
Half gap at main T: law 0.2200, full 0.2142 (atomic fraction)
Profile length l at main T: 0.651 nm
Law sigma at main T: 2.793 mJ/m2 = 0.01743 eV/nm2
T (K), t, then sigma (mJ/m2): law, gradient integral, lattice 100
  610  0.0161  0.349  0.347  0.347
  600  0.0323  0.987  0.975  0.974
  580  0.0645  2.793  2.724  2.715
  560  0.0968  5.131  4.939  4.913
  500  0.1935  14.513  13.406  13.254
  400  0.3548  36.027  30.819  30.064
Lattice exponent, t from 0.005 to 0.01: 1.4969
Lattice/law ratio extrapolated to t = 0: 1.00000
Gradient share of sigma on lattice, t = 0.005: 0.5003
Largest profile error / half gap, t = 0.005: 0.00127
Coefficient of t in first correction: -0.3800
Asymmetric model/law ratio at t = 0: 1.00000
Prefactor, critical fraction 0.4 over 0.5: 0.8398
Lattice sigma(111)/sigma(100) at 580 K: 0.99884
Law/gradient integral at 580 K: 1.0254
Lattice sigma(111)/sigma(100) at 400 K: 0.98816
Law/gradient integral at 400 K: 1.1690
Misfit per unit atomic fraction: 0.020
Young modulus: 60 GPa, Poisson ratio: 0.35
Biaxial modulus: 92.31 GPa
Critical temperature lowered by stress: 22.21 K
Coherent critical temperature: 597.79 K
Coherent sigma at main T: 0.850 mJ/m2
Coherent/stress-free sigma at main T: 0.3119
Coherent integral/shifted law, 2 K below: 0.99873
Correlation length at main T: 0.306 nm
Fluctuation variance/half gap squared, window 1.0 xi: 0.220
Fluctuation variance/half gap squared, window 0.5 xi: 0.825
Growth of that ratio when t falls fourfold: 1.996
success
```
